\section*{Zero-length gaps between randomly adsorbed rods on a line}

\section{The process and its gap balance}

\textbf{Q.} I dose a narrow reactive row with identical molecules and treat them as rods on a line. In the jammed state the density of gaps is said to diverge at zero gap length, yet after any finite dose it is finite. No rod attracts another. What makes the small gaps pile up?

\textbf{A.} We need precise rules first. Rods of length $\sigma$ arrive at uniformly random positions on an infinite, initially empty, continuous line. A rod that would overlap an earlier one is rejected. An accepted rod neither moves nor leaves. There are $r$ attempts per unit length and time, so the dose $\tau=r\sigma t$ counts attempts per rod length. I measure lengths in $\sigma$ until we reach your row.

Let $G(x,\tau)\,dx$ be the number of gaps with length between $x$ and $x+dx$, per unit length of line. The jammed state is the limit $\tau\to\infty$, when no gap longer than 1 is left.

\textbf{Q.} Can one write an equation for $G$ without guessing how neighbouring gaps are correlated?

\textbf{A.} Yes. What happens inside a gap depends on its own length and on landings inside it. In a gap of length $y>1$, the left end of a new rod has an allowed range $y-1$, so the gap is destroyed at rate $y-1$. A gap of length $x$ is made when a rod lands in a parent longer than $x+1$ and leaves $x$ on its left or on its right. Each case has unit rate per unit $x$, hence a factor 2:
\begin{equation}
\frac{\partial G(x,\tau)}{\partial\tau}
=-(x-1)\Theta(x-1)G(x,\tau)+2\int_{x+1}^{\infty}G(y,\tau)\,dy .
\label{balance}
\end{equation}
Here $\Theta$ is the unit step. Each gap evolves independently of its neighbours, so no joint density of neighbouring gaps enters.

\section{Solving for long and short gaps}

\textbf{Q.} The long gaps feed the short ones. How do you obtain the long ones?

\textbf{A.} At very small dose the rods are sparse and independent, and their spacings are exponentially distributed. This suggests, for $y>1$,
\begin{equation}
G(y,\tau)=a(\tau)e^{-(y-1)\tau}.
\end{equation}
The time derivative is $[a'-(y-1)a]e^{-(y-1)\tau}$. Its second term equals the loss term in \eqref{balance} and cancels it. The gain is
\begin{equation}
2a\int_{y+1}^{\infty}e^{-(z-1)\tau}dz
=\frac{2a}{\tau}e^{-y\tau}
=\frac{2a\,e^{-\tau}}{\tau}\,e^{-(y-1)\tau}.
\end{equation}
The common exponential drops out, so the trial form works for all $y>1$ at once, provided
\begin{equation}
\frac{a'}{a}=\frac{2e^{-\tau}}{\tau}
=\frac{2}{\tau}-\frac{2(1-e^{-\tau})}{\tau}.
\end{equation}
Integration gives
\begin{equation}
a=K\tau^2F(\tau),\quad F=e^{-2\,\mathrm{Ein}(\tau)},\quad
\mathrm{Ein}(\tau)=\int_0^\tau\frac{1-e^{-u}}{u}\,du .
\end{equation}
The empty start fixes $K$. As $\tau\to0$ nearly the whole line lies in long gaps, so $\int_1^\infty yG\,dy\to1$. The integral equals $K\tau^2F(1/\tau^2+1/\tau)$, which tends to $K$. Therefore $K=1$.

\textbf{Q.} And the gaps too short to accept a rod?

\textbf{A.} For $x<1$ the loss term is absent. The source is
\begin{equation}
2\int_{x+1}^{\infty}\tau^2F e^{-(y-1)\tau}dy=2\tau F(\tau)e^{-x\tau}.
\end{equation}
There are no short gaps at the start, so
\begin{equation}
G(x,\tau)=2\int_0^\tau uF(u)e^{-xu}\,du,\qquad x<1.
\label{short}
\end{equation}
This already answers half of your question. Since $F\le1$, the integrand is at most $u$, and $G(x,\tau)\le\tau^2$ for every $x<1$, zero included. The bound is generous, but it proves that the density is finite at finite dose.

\section{Where the logarithm appears}

\textbf{Q.} Then the divergence must come from the upper limit of the integral.

\textbf{A.} It does. To expose it I use $\mathrm{Ein}(u)=\gamma+\ln u+E_1(u)$, where $\gamma$ is Euler's constant and $E_1(u)=\int_u^\infty e^{-s}ds/s$. Both sides have derivative $(1-e^{-u})/u$, and the known expansion $E_1(u)=-\gamma-\ln u+u+O(u^2)$ makes them agree at $u\to0$. Then
\begin{equation}
u^2F(u)=e^{-2\gamma}h(u),\qquad h(u)=e^{-2E_1(u)},
\end{equation}
and \eqref{short} becomes
\begin{equation}
G(x,\tau)=2e^{-2\gamma}\int_0^\tau h(u)\,e^{-xu}\,\frac{du}{u}.
\label{main}
\end{equation}
At small $u$, $h$ vanishes as $u^2$, so the lower end is harmless. At large $u$, $h\to1$. At contact the integrand then becomes $1/u$, and each factor $e$ in dose adds the same amount, $2e^{-2\gamma}=0.6305$. For $x>0$ the factor $e^{-xu}$ ends this growth at $u$ of order $1/x$.

\textbf{Q.} Can I have the constant as well as the logarithm?

\textbf{A.} Split the contact integral at $u=1$ and write $h=1-(1-h)$ above it:
\begin{equation}
\int_0^\tau\frac{h}{u}du=\int_0^1\frac{h}{u}du+\ln\tau-\int_1^\tau\frac{1-h}{u}du .
\end{equation}
Because $1-h\le2E_1(u)\le2e^{-u}/u$, the last integral converges exponentially fast. Hence, at large dose,
\begin{align}
G(0,\tau)&\simeq2e^{-2\gamma}(\ln\tau+C),\label{time}\\
C&=\int_0^1\frac{h}{u}du-\int_1^\infty\frac{1-h}{u}du=0.3799 .
\end{align}
The value of $C$ is from numerical quadrature. At $\tau=10$, \eqref{main} and \eqref{time} both give 1.691. At $\tau=1$ they give 0.349 and 0.240, so the law is not for small doses.

For the jammed state, apply the same split with $e^{-xu}$ kept:
\begin{equation}
\int_0^\infty\frac{h\,e^{-xu}}{u}du=\int_0^1\frac{h\,e^{-xu}}{u}du+E_1(x)
-\int_1^\infty\frac{(1-h)e^{-xu}}{u}du .
\end{equation}
To first order in $x$, $e^{-xu}=1-xu$ in the first and last integrals. Their zeroth-order parts add to $C$. With the linear term of $E_1(x)$, the coefficient of $x$ is
\begin{equation}
D=1-\int_0^1h\,du+\int_1^\infty(1-h)du=\int_0^\infty(1-h)du=0.9513,
\end{equation}
again by quadrature. Therefore
\begin{equation}
G(x,\infty)=2e^{-2\gamma}\left[\ln\frac1x-\gamma+C+Dx+O(x^2)\right].
\label{jam}
\end{equation}
At $x=0.001$ the full integral gives 4.231. The same value follows from \eqref{jam} even without the $Dx$ term.

\textbf{Q.} Real doses are long but finite. Which logarithm do I see?

\textbf{A.} That depends on $x\tau$. Subtract \eqref{main} at $x$ from its value at zero:
\begin{equation}
\frac{G(0,\tau)-G(x,\tau)}{2e^{-2\gamma}}
=\mathrm{Ein}(x\tau)-\int_0^\tau\frac{(1-h)(1-e^{-xu})}{u}du .
\end{equation}
Since $1-e^{-xu}\le xu$, the last integral lies between 0 and $Dx$. For small $x$ and large $\tau$,
\begin{equation}
G(x,\tau)\simeq2e^{-2\gamma}[\ln\tau+C-\mathrm{Ein}(x\tau)].
\end{equation}
If $x\tau\ll1$, $\mathrm{Ein}$ is negligible and you see a plateau whose height grows with $\ln\tau$. If $x\tau\gg1$, $\mathrm{Ein}(x\tau)\simeq\gamma+\ln(x\tau)$. The dose cancels and the jammed law remains. The logarithm thus spreads towards contact as the dose grows, and stops at $x$ of order $1/\tau$.

\section{The mechanism: tight parents}

\textbf{Q.} I follow the integral, but I still want the physical event that makes so many tiny gaps.

\textbf{A.} Look at the parents. A parent of length $1+\varepsilon$ has spare length $\varepsilon$. A rod lands in it at rate $\varepsilon$ and divides the spare length into $x$ and $\varepsilon-x$, with $x$ uniform. Each piece has probability density $1/\varepsilon$, so one filled parent contributes $2/\varepsilon$ to the gap density at every $x<\varepsilon$. A tight parent places its two gaps in a very small range of lengths.

Let $A(\varepsilon)$ be the density, per unit $\varepsilon$, of parents that are ever filled:
\begin{align}
A(\varepsilon)&=\varepsilon\int_0^\infty G(1+\varepsilon,\tau)\,d\tau
=e^{-2\gamma}\varepsilon\int_0^\infty h(\tau)e^{-\varepsilon\tau}d\tau\notag\\
&=e^{-2\gamma}\left[1-\varepsilon\int_0^\infty(1-h)e^{-\varepsilon\tau}d\tau\right]
\to e^{-2\gamma}\quad(\varepsilon\to0).
\end{align}
Parents with almost no spare length are therefore not rare: their density per unit $\varepsilon$ tends to 0.315. Adding their contributions gives, for $x<1$,
\begin{equation}
G(x,\infty)=2\int_x^\infty A(\varepsilon)\frac{d\varepsilon}{\varepsilon}.
\label{parents}
\end{equation}
The nonzero $A(0)$ makes this integral grow as $2e^{-2\gamma}\ln(1/x)$. Two facts produce the divergence together: a finite supply of tight parents, and a division of their spare length that gives nonzero weight to arbitrarily small pieces, as the uniform division does.

\textbf{Q.} Why does a finite dose spoil that?

\textbf{A.} Tight parents wait a time of order $1/\varepsilon$. Up to dose $\tau$, the density of filled ones is
\begin{equation}
\varepsilon\int_0^\tau G(1+\varepsilon,u)\,du\le e^{-2\gamma}\varepsilon\tau ,
\end{equation}
because $G(1+\varepsilon,u)=e^{-2\gamma}h(u)e^{-\varepsilon u}\le e^{-2\gamma}$. The factor $\varepsilon$ cancels the $1/\varepsilon$ in \eqref{parents}, and the integral converges at $\varepsilon=0$. The tightest parents exist, but most are still empty.

\textbf{Q.} Could I remove the divergence by keeping them empty for ever?

\textbf{A.} Yes. Suppose a rod enters only if the spare length exceeds some $\delta<1$, and then lands uniformly as before. Parents longer than $1+\delta$ are born in gaps longer than $2+\delta$, all of which remain accessible. Their history is unchanged. The lower limit in \eqref{parents} becomes $\delta$ for every $x<\delta$, so the final density there is flat and equals the unrestricted $G(\delta,\infty)$.

I simulated this on a line of two million rod lengths, filling each accessible gap at a uniformly random place until none was left. The table gives mean densities over the stated ranges. The formula column averages \eqref{main} over the range, or uses the flat value for the blocked case.
\begin{center}
\begin{tabular}{lcc}
Range of $x$ & simulated & formula\\
$0$ to $10^{-4}$ & 6.26 & 6.31\\
$10^{-4}$ to $10^{-3}$ & 4.76 & 4.70\\
$10^{-3}$ to $10^{-2}$ & 3.26 & 3.25\\
$0$ to $0.002$, $\delta=0.1$ & 1.344 & 1.385
\end{tabular}
\end{center}
The blocked value is 3\% below the formula. About 5500 gaps are expected in that range, so the difference is 2.2 standard deviations if the counts are Poissonian. That is an unremarkable fluctuation among several bins, and far from the unrestricted growth.

\textbf{Q.} Does a divergent density mean that many jammed rods actually touch?

\textbf{A.} No. Integrate the leading terms of \eqref{jam} up to a small length $\ell$:
\begin{equation}
\int_0^\ell G(x,\infty)dx\simeq2e^{-2\gamma}\ell
\left[\ln\frac1\ell+1-\gamma+C\right].
\end{equation}
This vanishes as $\ell\to0$. There are many near contacts per unit gap length, but no finite fraction of gaps has zero length.

\section{A row on silicon}

\textbf{Q.} Put in numbers for a bulky precursor on one reactive dimer row of Si(001), with the neighbouring rows passivated by hydrogen.

\textbf{A.} I take rough values typical of a metal-amide-like precursor: mass 400~u, pressure 0.1~Torr, temperature 500~K and a 1~s pulse. The attachment probability on a free place, 0.001, is an assumption. The site spacing along the row is the silicon lattice parameter divided by $\sqrt2$, or 0.384~nm. I assume that a molecule covers two sites, so $\sigma=0.768$~nm. An intact molecule of this mass at liquid-like density is roughly 0.8 to 0.9~nm across, so it could also block three sites.

The gas flux is $P/\sqrt{2\pi mk_BT}=7.85\times10^4~\mathrm{nm^{-2}\,s^{-1}}$. With a capture width equal to $\sigma$, the attempt rate and dose are
\begin{align}
r&=7.85\times10^4\times0.768\times0.001=60.3~\mathrm{nm^{-1}\,s^{-1}},\\
\tau&=60.3\times0.768\times1=46.3 .
\end{align}
In ordinary units the contact density is divided by $\sigma^2$:
\begin{equation}
\frac{G(0,\tau)}{\sigma^2}=\frac{0.6305\,(\ln46.3+0.380)}{(0.768~\mathrm{nm})^2}
=4.5~\mathrm{nm^{-2}}.
\end{equation}
The logarithm is cut off near $\sigma/\tau=0.017$~nm. With all else fixed, pulses of 0.1, 1 and 10~s give contact densities of 2.0, 4.5 and 7.0~nm$^{-2}$: equal steps for equal ratios.

The coverage changes much less than the contact density. Rods land at rate $\int_1^\infty(y-1)G\,dy=F(\tau)$, so the coverage is $\int_0^\tau F\,du$. It is 0.680, 0.741 and 0.747 for the three pulses, against 0.748 at jamming. On 1~$\mu$m of row, the model has 42 gaps below 0.01~nm after the 1~s pulse and 55 at jamming.

\textbf{Q.} But 0.01~nm is far below the site spacing.

\textbf{A.} Your surface breaks the assumption of a continuous line, because molecules attach only at sites. Let a rod cover $k$ sites, let $s$ be the attempts per site, and let $G_m$ be the number of gaps of $m$ empty sites, per site. A gap with $m\ge k$ has $m-k+1$ landing places. Try $G_m=b(s)e^{-(m-k+1)s}$. The loss cancels as before, and the gain $2\sum_{j\ge m+k}G_j$ gives
\begin{equation}
\frac{b'}{b}=\frac{2e^{-ks}}{1-e^{-s}}
=\frac{2e^{-s}}{1-e^{-s}}-2\sum_{j=1}^{k-1}e^{-js},
\end{equation}
where the finite geometric sum was used. With an empty start, $b\to s^2$ at small $s$, and
\begin{equation}
b=(1-e^{-s})^2\exp\left[-2\sum_{j=1}^{k-1}\frac{1-e^{-js}}{j}\right].
\end{equation}
Contacts, $m=0$, form at rate $2\sum_{j\ge k}G_j=2b\,e^{-s}/(1-e^{-s})$. Put $v=1-e^{-s}$, so that $dv=e^{-s}ds$. At jamming
\begin{equation}
G_0=2\int_0^1v\exp\left[-2\sum_{j=1}^{k-1}\frac{1-(1-v)^j}{j}\right]dv .
\label{lattice}
\end{equation}
This is finite for every finite $k$. For $k=2$ the sum is $v$, and $G_0=2\int_0^1ve^{-2v}dv=(1-3e^{-2})/2=0.297$ contacts per site. To compare with a density, spread each contact over one site spacing: $0.297/(0.384~\mathrm{nm})^2=2.0~\mathrm{nm^{-2}}$.

The landing rate per site is $\sum_{m\ge k}(m-k+1)G_m=b\,e^{-s}/(1-e^{-s})^2$. For $k=2$ this integrates to $\int_0^1e^{-2v}dv=0.432$ rods per site, a coverage of 0.865. Thus $0.297/0.432=69\%$ of the gaps between neighbouring rods are true contacts. The pulse supplies 23 attempts per site, so the row is practically jammed.

\textbf{Q.} Would a longer molecule bring the logarithm back?

\textbf{A.} Within this model, yes, if it covers many sites. For large $k$ put $u=kv$ in \eqref{lattice}. While $v$ is small, the sum tends to $\mathrm{Ein}(u)$. When $v$ is not small, $\sum_{j<k}1/j\simeq\ln k+\gamma$ and $\sum_j(1-v)^j/j=-\ln v$, so the sum tends to $\ln u+\gamma$, which is $\mathrm{Ein}(u)$ at large $u$. In units of rod length the density is therefore
\begin{equation}
k^2G_0\simeq2e^{-2\gamma}\int_0^k h(u)\frac{du}{u}
\simeq2e^{-2\gamma}(\ln k+C).
\end{equation}
The number of sites per rod plays the part of the dose. Numerical integration of \eqref{lattice} gives 3.17 at $k=100$, where this law gives 3.14. At $k=2$ the values are 1.19 and 0.68, so your molecule is far too short for it.

\textbf{Q.} How should I set all this beside a real deposition?

\textbf{A.} Use the continuum result as a baseline, not as a prediction for this row. Site registry raises the final coverage from 0.748 to 0.865 and replaces the divergence by a finite number of contacts. With three sites per molecule the coverage would be 0.824, and 54\% of the gaps would be contacts. Even without registry, thermal motion blurs small gaps. If each molecule is held by a lateral spring of 10~N/m, an assumed stiffness, and collisions between neighbours are ignored, the gap fluctuates by $\sqrt{2k_BT/(10~\mathrm{N/m})}=0.037$~nm, more than the dose cutoff; this holds for a stiffness below about 50~N/m. The unblurred continuum density, simply averaged over gaps below that length, is 4.1~nm$^{-2}$ at jamming and about 3.7~nm$^{-2}$ after the 1~s pulse. Hopping can also break the rule that an accepted rod does not move. With an assumed prefactor of $10^{13}~\mathrm{s^{-1}}$, a 1.5~eV barrier gives 0.008 hop attempts per molecule in the pulse, but 1.3~eV gives 0.8. The prefactor is uncertain: a 400~u mass on the 10~N/m spring vibrates at only $6\times10^{11}~\mathrm{s^{-1}}$, and that value would lower 0.8 to 0.05. Attempts towards an occupied place fail, but the others could then rearrange the gaps. The model also leaves out molecules that wander in a weakly bound state before they attach, which can change where they attach. The attachment probability is an assumption as well. A tenfold change in it, with the rest fixed, acts like a tenfold change in pulse and moves the continuum contact density by 2.5~nm$^{-2}$.
